# Poole–Frenkel lowering for a singly charged attractive centre in silicon: verification in Python

```python
"""Poole-Frenkel lowering for a singly charged attractive centre in silicon.

Result under test: an electron (charge -e) in the potential energy
    V = -e^2/(4 pi eps r) - e F z
escapes classically over a lowest pass at r0 = sqrt(e/(4 pi eps F)) on the
+z axis, which lies below the zero-field escape energy V = 0 by
    dE = sqrt(e^3 F/(pi eps)).
On a straight ray at angle theta to +z the lowering is dE*sqrt(cos(theta)).
Symbols: e elementary charge, eps = eps0*eps_r permittivity, F field
magnitude, r distance from the centre, +z direction of the electric force.
"""
import numpy as np
from scipy import constants as const
from scipy.ndimage import label
from scipy.optimize import minimize_scalar

e = const.e
eps_r = 11.7
eps = const.epsilon_0 * eps_r
field = 1.0e7           # V/m
temperature = 300.0     # K
zero_field_barrier = 0.30   # eV, model centre
nm = 1e-9
meV = 1e-3 * e


def potential_energy(r, z, F):
    """Electron potential energy in joules."""
    return -e**2 / (4 * np.pi * eps * r) - e * F * z


def pass_distance(F):
    return np.sqrt(e / (4 * np.pi * eps * F))


def lowering(F):
    return np.sqrt(e**3 * F / (np.pi * eps))


def numerical_ray_barrier(F, theta):
    """Position (m) and energy (J) of the maximum of V along a ray."""
    def minus_energy(x):
        return -potential_energy(x * nm, x * nm * np.cos(theta), F) / meV
    found = minimize_scalar(minus_energy, bounds=(0.1, 100.0),
                            method="bounded", options={"xatol": 1e-8})
    return found.x * nm, -found.fun * meV


# Axis maximum found numerically, at three fields
for F in (1e6, 1e7, 1e8):
    r_num, v_num = numerical_ray_barrier(F, 0.0)
    assert abs(r_num / pass_distance(F) - 1) < 1e-4
    assert abs(-v_num / lowering(F) - 1) < 1e-8

# Barriers on inclined rays
for degrees in (20, 45, 60, 80):
    theta = np.radians(degrees)
    v_num = numerical_ray_barrier(field, theta)[1]
    expected = lowering(field) * np.sqrt(np.cos(theta))
    assert abs(-v_num / expected - 1) < 1e-8

# Lowest escape energy over all paths: raise the energy until the allowed
# region around the centre joins the far downfield region.
step = 0.05 * nm
z_axis = np.arange(-120, 281) * step
rho_axis = np.arange(0, 201) * step
rho, z = np.meshgrid(rho_axis, z_axis, indexing="ij")
r = np.maximum(np.hypot(rho, z), 0.01 * nm)   # avoids the singular point
energy_map = potential_energy(r, z, field)
centre_index = (0, 120)
exit_index = (0, 280)


def connected(energy):
    regions, _ = label(energy_map <= energy)
    start = regions[centre_index]
    return start > 0 and start == regions[exit_index]


low, high = -120 * meV, 0.0
assert not connected(low) and connected(high)
for _ in range(30):
    middle = 0.5 * (low + high)
    if connected(middle):
        high = middle
    else:
        low = middle
flood_lowering = -high
# The grid may miss the top of the pass by up to half a step,
# an energy error of a few microelectronvolts.
assert abs(flood_lowering - lowering(field)) < 0.01 * meV

# Worked example
r0 = pass_distance(field)
dE = lowering(field)
coulomb_term = -e**2 / (4 * np.pi * eps * r0)
field_term = -e * field * r0
ray_60 = -numerical_ray_barrier(field, np.radians(60))[1]
thermal_energy = const.k * temperature

print(f"elementary charge e = {e:.6e} C")
print(f"vacuum permittivity eps0 = {const.epsilon_0:.6e} F/m")
print(f"relative permittivity of silicon (input) = {eps_r}")
print(f"permittivity eps = {eps:.4e} F/m")
print(f"field F (input) = {field:.1e} V/m")
print(f"field F converted = {field / 100:.1e} V/cm")
print(f"distance of the pass r0 = {r0 / nm:.3f} nm")
print(f"Coulomb term at the pass = {coulomb_term / meV:.2f} meV")
print(f"field term at the pass = {field_term / meV:.2f} meV")
print(f"lowering dE = {dE:.4e} J")
print(f"lowering dE = {dE / meV:.2f} meV")
print(f"lowering from flood search = {flood_lowering / meV:.2f} meV")
print(f"lowering on a ray at 60 degrees = {ray_60 / meV:.2f} meV")
print(f"temperature (input) = {temperature:.0f} K")
print(f"thermal energy kT = {thermal_energy / meV:.2f} meV")
print(f"ratio dE/kT = {dE / thermal_energy:.3f}")
print(f"Boltzmann factor exp(dE/kT) = {np.exp(dE / thermal_energy):.1f}")
print(f"zero-field barrier of model centre (input) = "
      f"{zero_field_barrier:.2f} eV")
print(f"remaining barrier of model centre = "
      f"{zero_field_barrier - dE / e:.3f} eV")
print("all good")
```

It prints:

```
elementary charge e = 1.602177e-19 C
vacuum permittivity eps0 = 8.854188e-12 F/m
relative permittivity of silicon (input) = 11.7
permittivity eps = 1.0359e-10 F/m
field F (input) = 1.0e+07 V/m
field F converted = 1.0e+05 V/cm
distance of the pass r0 = 3.508 nm
Coulomb term at the pass = -35.08 meV
field term at the pass = -35.08 meV
lowering dE = 1.1241e-20 J
lowering dE = 70.16 meV
lowering from flood search = 70.16 meV
lowering on a ray at 60 degrees = 49.61 meV
temperature (input) = 300 K
thermal energy kT = 25.85 meV
ratio dE/kT = 2.714
Boltzmann factor exp(dE/kT) = 15.1
zero-field barrier of model centre (input) = 0.30 eV
remaining barrier of model centre = 0.230 eV
all good
```
